# Why 4H and 6H silicon carbide share hole barriers, not electron barriers

**Question.** The same metal is placed on two polytypes of silicon carbide, 4H with a gap of 3.26 eV and 6H with a gap of 3.02 eV. Their valence edges are taken to lie at the same energy, and the interface states of both tend to hold the Fermi level at one common energy. Why are the hole barriers then similar while the electron barriers differ, and how much of this is due to the pinning?

**Answer.** A barrier is a distance from the metal's Fermi level to a band edge, so what matters is which distances the two contacts have in common. Let $E_V$ and $E_C$ be the band edges of the semiconductor at the interface and $E_F$ the Fermi level of the metal. A hole entering the semiconductor from the metal must overcome

$$\phi_p=E_F-E_V ,$$

and an electron must overcome

$$\phi_n=E_C-E_F .$$

Adding the two removes $E_F$:

$$\phi_p+\phi_n=E_C-E_V=E_g .$$

Now draw both band diagrams on one energy scale. The valence edges coincide by assumption. If the interface states hold $E_F$ at the same energy in both, the distance down to the valence edge is the same. The distance up to the conduction edge is not, because the conduction edge of 4H lies higher by the whole gap difference. With equal $\phi_p$,

$$\phi_n^{4H}-\phi_n^{6H}=E_g^{4H}-E_g^{6H}=3.26-3.02=0.24\ \text{eV}.$$

The two assumptions do not follow from the gaps. It is plausible that polytypes built from the same Si–C bonds, stacked differently, have similar valence edges and similar interface states, but this is a premise here and not a derived result.

**What finite pinning does**

Interface states do not hold the Fermi level rigidly, so the argument must be repeated for a finite number of them. Let there be $D$ states per unit area and per eV, spread evenly over the gap. They are neutral when filled up to a level $\phi_0$ above the valence edge. In the contact they are filled up to $E_F$, which is $\phi_p$ above the valence edge. The thermal rounding of this filling does not matter as long as $E_F$ is many $kT$ from both band edges. The surplus of electrons per area is $D(\phi_p-\phi_0)$, and the charge is

$$Q_{is}=-eD(\phi_p-\phi_0).$$

Energies are in eV and potentials in volts, so the same number serves for both.

Between metal and semiconductor lies a thin layer of thickness $\delta$ and permittivity $\varepsilon_i$, across which a potential step can form. The vacuum level just outside the metal is at $E_F+\Phi$, with $\Phi$ the work function. The vacuum level at the semiconductor surface is at $E_V+I$, with $I$ the ionization energy, and $E_V=E_F-\phi_p$. Going from metal to semiconductor, the vacuum level therefore rises by

$$(E_F-\phi_p+I)-(E_F+\Phi)=I-\Phi-\phi_p .$$

This rise is produced by the field in the layer. A charge $Q_M$ per area on the metal gives a field $Q_M/\varepsilon_i$ pointing towards the semiconductor. An electron moving along that field gains potential energy, so the rise is $+\delta Q_M/\varepsilon_i$. The contact as a whole is neutral, hence $Q_M=-(Q_{is}+Q_{sc})$, where $Q_{sc}$ is the space charge in the semiconductor. Inserting $Q_{is}$,

$$I-\Phi-\phi_p=\frac{eD\delta}{\varepsilon_i}(\phi_p-\phi_0)-\frac{\delta Q_{sc}}{\varepsilon_i}.$$

Write $a=eD\delta/\varepsilon_i$ and collect the terms in $\phi_p$:

$$(1+a)\,\phi_p=I-\Phi+a\phi_0+\frac{\delta Q_{sc}}{\varepsilon_i}.$$

Divide by $1+a$ and define $S=1/(1+a)$, so that $a/(1+a)=1-S$:

$$\phi_p=S(I-\Phi)+(1-S)\phi_0+\frac{S\delta Q_{sc}}{\varepsilon_i}.$$

The last term is small at moderate doping and is treated below. Without it,

$$\phi_p=S(I-\Phi)+(1-S)\phi_0,\qquad \phi_n=E_g-\phi_p .$$

The gap does not occur in $\phi_p$. Aligned valence edges mean equal $I$, a common level means equal $\phi_0$, and the same metal and interface mean equal $\Phi$ and $S$. The hole barriers are then equal for any $S$, and the electron barriers differ by 0.24 eV for any $S$.

This changes the causal story. For $D\to0$ we have $S=1$ and $\phi_p=I-\Phi$: there is no pinning, yet the hole barriers are still equal. For $D\to\infty$ we have $S=0$ and $\phi_p=\phi_0$. The split between the electron barriers comes from the gaps and the edge alignment. Pinning supplies something else: it makes the barriers insensitive to the metal, since $d\phi_p/d\Phi=-S$. Equal hole barriers found with one metal therefore do not prove pinning; one has to change the metal.

**Numbers for one contact**

Take round model parameters: $\Phi=5.1$ eV, $I=6.8$ eV, $\phi_0=1.5$ eV, $D=10^{14}$ cm$^{-2}$ eV$^{-1}$ and a layer of 0.5 nm with the permittivity of vacuum. In SI units $D=10^{18}$ m$^{-2}$ eV$^{-1}$, so

$$a=\frac{(1.602\times10^{-19})(10^{18})(0.5\times10^{-9})}{8.854\times10^{-12}}=9.05,\qquad S=\frac{1}{10.05}=0.0995 .$$

The hole barrier of both polytypes is

$$\phi_p=0.0995\times1.7+0.9005\times1.5=1.520\ \text{eV},$$

and the electron barriers are

$$\phi_n^{4H}=3.26-1.520=1.740\ \text{eV},\qquad \phi_n^{6H}=3.02-1.520=1.500\ \text{eV}.$$

Changing the metal from $\Phi=4.3$ to 5.5 eV, with all else fixed, moves the hole barrier only from 1.600 to 1.480 eV. This is $S$ times the change of 1.2 eV. Without interface states, the metal with $\Phi=5.1$ eV gives a hole barrier of 1.700 eV on both polytypes and electron barriers of 1.560 and 1.320 eV. The values have moved, but the split is still 0.24 eV.

The closed formula was tested against a numerical charge balance in which the states are filled by the Fermi function over the actual gap of each polytype. For $\Phi=4.3$, 5.1 and 5.5 eV, each with $D=0$, $10^{13}$ and $10^{14}$ cm$^{-2}$ eV$^{-1}$ and no space charge, the hole barriers agreed to within $10^{-6}$ eV.

**Does doping spoil the equality?**

The space charge depends on the band bending, which on n-type material depends on the gap. This is a way for the gap to enter $\phi_p$ after all. Let $u(x)$ be the upward band bending in volts at depth $x$ in an n-type sample with donor density $N$. The electrostatic potential is lower by $u$, so Poisson's equation reads $u''=\rho/\varepsilon_s$. Multiplying by $u'$ and integrating from the neutral bulk, where $u=u'=0$, to the surface, where $u=\psi$,

$$\frac{u'^2}{2}=\frac{1}{\varepsilon_s}\int_0^{\psi}\rho\,du,\qquad \rho=eN\left(1-e^{-u/kT}\right).$$

The exponential describes the remaining electrons. For $\psi\gg kT$ the integral is $eN(\psi-kT)$. By Gauss's law the charge is $\varepsilon_s|u'|$, so

$$Q_{sc}=+\sqrt{2\varepsilon_s eN(\psi-kT)} .$$

On p-type material the ionized acceptors give the same expression with a minus sign.

For $N=10^{16}$ cm$^{-3}$, 300 K and a rough relative permittivity of 9.7, the surface field $F$ in n-type 4H is 0.0752 MV/cm, or $7.52\times10^6$ V/m. The shift is

$$\frac{S\delta\varepsilon_s F}{\varepsilon_i}=0.0995\times(0.5\times10^{-9})\times9.7\times(7.52\times10^6)=3.63\times10^{-3}\ \text{eV}.$$

For n-type 6H it is 3.28 meV, so the hole barriers now differ by about 0.4 meV. On p-type samples both shift by −3.35 meV. One consequence concerns measurements: suppose the electron barrier is read from an n-type sample and the hole barrier from a p-type one. In this model their sum for 4H falls short of the gap by $3.63+3.35\approx7$ meV, because their space charges have opposite signs and shift the Fermi level relative to the band edges in opposite directions, up on n-type and down on p-type. This does not include the image-force lowering treated below. Barriers read from the current contain it, and with the simple estimate given there the shortfall is about 70 meV.

**When does the result fail?**

Since $\phi_p+\phi_n=E_g$ in each contact, the hole difference and the electron difference, both taken as 4H minus 6H, add up to 0.24 eV. Anything that makes the hole barriers unequal changes the electron split by the opposite amount. The following cases change one assumption each and leave the rest as before.

*The valence edges are not aligned.* Let the 6H valence edge lie higher by $s$, with the vacuum level and the pinning level fixed in energy. Then both $I$ and $\phi_0$ of 6H fall by $s$, and

$$\phi_p^{6H}=S(I-s-\Phi)+(1-S)(\phi_0-s)=\phi_p^{4H}-s .$$

For $s=0.05$ eV the hole barriers differ by 0.05 eV and the electron barriers by 0.19 eV. For $s=0.24$ eV the conduction edges are aligned instead, and the roles are exchanged: equal electron barriers, and hole barriers that differ by 0.24 eV.

*The level follows midgap.* If $\phi_0$ keeps a fixed distance from the middle of the gap, it is lower in 6H by half the gap difference, 0.12 eV. The hole barriers then differ by $(1-S)\times0.12=0.108$ eV and the electron barriers by $0.24-0.108=0.132$ eV. "Common pinning level" must therefore mean common relative to the aligned valence edges.

*The metal surfaces differ.* If the work function on 6H is 0.3 eV larger, the hole barriers differ by $S\times0.3=0.030$ eV. Without pinning they would differ by the full 0.3 eV. Here pinning does protect the equality.

*The state densities differ.* Halving $D$ on 6H gives $S=0.181$ there. The hole difference is

$$(S^{4H}-S^{6H})(I-\Phi-\phi_0)=(0.0995-0.181)\times0.2=-0.016\ \text{eV}.$$

It is small because the unpinned barrier, 1.7 eV, happens to lie near $\phi_0$.

*The interfaces carry different fixed charge.* The polytypes are polar crystals and need not have the same polarization charge at the contact. A fixed charge $Q_f$ enters the balance beside $Q_{sc}$ and shifts $\phi_p$ by $S\delta Q_f/\varepsilon_i$. For an assumed 0.5 µC/cm² on 6H alone, the hole barrier there rises by 0.028 eV, and the electron split grows to about 0.27 eV. The true size of this shift depends on the crystal face and on how the charge is screened.

**What 0.24 eV means for the current**

On n-type material the electrons that cross the barrier carry a saturation current. Assume that they cross thermally, that the thin layer is fully transparent to them, and that $\phi_n\gg kT$, so that Boltzmann statistics apply. The transparency is an idealization. A true vacuum gap of 0.5 nm, with a barrier of 3.5 to 3.8 eV, would pass only about $10^{-4}$ of the electrons and would lower the 6H/4H ratio below by about 30%. Let the conduction band have $g$ equivalent valleys with masses $m_x,m_y$ in the plane of the contact and $m_z$ along the current. Counting two spins and the states moving towards the metal,

$$J=\frac{2eg}{(2\pi)^3}\,e^{-\phi_n/kT}\int_{k_z>0}\frac{\hbar k_z}{m_z}\,e^{-E(\mathbf k)/kT}\,d^3k .$$

Here $E(\mathbf k)$ is the kinetic energy $\sum_i\hbar^2k_i^2/2m_i$. The integral over $k_z$ gives $kT/\hbar$, and $m_z$ cancels. The two in-plane Gaussian integrals give $\sqrt{2\pi m_xkT}/\hbar$ and $\sqrt{2\pi m_ykT}/\hbar$. Multiplying,

$$J=A^*T^2e^{-\phi_n/kT},\qquad A^*=\frac{e\,g\sqrt{m_xm_y}\,k^2}{2\pi^2\hbar^3}.$$

With rough in-plane masses of 0.58 and 0.31 electron masses and three valleys for 4H, and 0.75 and 0.24 with six valleys for 6H, $A^*$ is 153 and 306 A cm$^{-2}$ K$^{-2}$. The mass factors $\sqrt{m_xm_y}$ are nearly equal, so the factor of two comes from the valley count. For 6H this count is an upper limit. Its six valleys lie in pairs along the current direction, and the two of a pair count separately only if the energy ridge between them is well above $kT$. For a low ridge the effective number falls towards three, so the 6H currents and the ratios below may be too large by up to a factor of two. For a ridge of about 5 meV, the size suggested by band calculations, the effective number at 300 K is about 3.5. At 300 K, where $kT=0.02585$ eV,

$$\frac{J^{6H}}{J^{4H}}=\frac{306}{153}\,e^{0.24/0.02585}=2.0\times1.08\times10^4\approx2\times10^4 .$$

At 500 K, with the barriers held fixed, the ratio falls to about 500, because the same energy difference is then a smaller multiple of $kT$. The currents themselves are $1.1\times10^{-10}$ A/cm² for 4H and $5.8\times10^{-8}$ A/cm² for 6H. At 300 K the model gives $8\times10^{-23}$ A/cm² for 4H, far below what can be measured directly, so surface or defect leakage in a real diode would usually hide it. These values also assume that electrons reach the barrier top faster than they are emitted. The mobility along the current direction is low in 6H. With rough values of 90 cm²/Vs for 6H and 900 cm²/Vs for 4H at 300 K, both falling with temperature, diffusion lowers the ratio by about 20% at 300 K and by about half at 500 K. For holes on p-type samples, equal barriers remove the exponential factor from the comparison.

**How far the neglected effects reach**

*Image force.* An electron at distance $x$ from the metal is attracted by its image and has the additional potential energy $-e/(16\pi\varepsilon_sx)$ in eV. The field $F$ contributes $-Fx$. The sum is largest where $e/(16\pi\varepsilon_sx^2)=F$. There the two terms are equal, and the barrier is lowered by $2Fx=\sqrt{eF/(4\pi\varepsilon_s)}$. This is 33 meV for n-type 4H and 32 meV for 6H. Each barrier is reduced, but the split changes by only about 2 meV. This estimate places the metal directly on the semiconductor and uses the static permittivity. With the 0.5 nm layer included, the lowering is about 30 and 28 meV if the interface states follow the moving electron, and the attraction largely disappears if they do not.

*Tunnelling.* At the bottom of a parabolic depletion barrier of height $E_b$ and width $w$, the decay constant grows linearly with distance from the edge of the depletion region. The tunnelling exponent is

$$2\int_0^w\frac{x}{\hbar}\sqrt{\frac{m_ze^2N}{\varepsilon_s}}\,dx=\frac{w^2}{\hbar}\sqrt{\frac{m_ze^2N}{\varepsilon_s}}=\frac{E_b}{E_{00}},\qquad E_{00}=\frac{e\hbar}{2}\sqrt{\frac{N}{m_z\varepsilon_s}},$$

where $w^2=2\varepsilon_sE_b/(e^2N)$ was used, with energies in joules. For 4H, with $m_z=0.33$ electron masses, $E_{00}=1.0$ meV. This is far below $kT$, so at this doping and near zero bias tunnelling near the bottom of the barrier is negligible and the current stays thermally activated. Tunnelling just below the top can still raise it, but for this 4H contact by less than a factor of two.

*Field, degeneracy and temperature.* The surface field of 0.075 MV/cm is small beside a rough breakdown field of 2.5 MV/cm. The bulk Fermi level lies 0.19 eV below the conduction edge in 4H and 0.23 eV in 6H, so neither is degenerate. In p-type material with acceptors 0.2 eV deep, only about 40% are ionized in the bulk, which reduces the band bending by 23 meV and hardly affects the barrier. Between 300 and 500 K the gap shrinks by roughly 0.05 to 0.07 eV. If $\phi_p$ stays fixed, $\phi_n$ loses all of it and the currents at 500 K are a few times larger. If both gaps shrink equally, their ratio is unchanged.

**Beside real contacts.** The doping and the barrier heights are in the range of silicon carbide Schottky diodes, but $S\approx0.1$ represents strong pinning, and a contact with fewer interface states responds more to the metal. With $D=10^{13}$ cm$^{-2}$ eV$^{-1}$ the model gives $S=0.525$, a hole barrier of 1.605 eV and electron barriers of 1.655 and 1.415 eV. The barriers move by 0.085 eV and, without space charge, the split stays. The space charge counts for more at this larger $S$. On n-type samples it raises the hole barriers by 17 to 19 meV and reduces the split by 2 meV at $10^{16}$ cm$^{-3}$, and it reduces the split by about 18 meV at $10^{18}$ cm$^{-3}$. Real edges need not be aligned exactly, and an offset of 0.05 eV changes the split by that amount. Patchy barriers and reacted layers lie outside the model, as does high reverse bias, where the much larger field strengthens both barrier lowering and tunnelling. The numerical output below lists most of the values used here; the remaining inputs are in the program.

## Computed values

```
gaps 4H, 6H: 3.26, 3.02 eV
gap difference: 0.24 eV
work function, ionization energy: 5.1, 6.8 eV
neutrality level above valence edge: 1.5 eV
interface states: 1.0e+14 /(cm2 eV)
layer: 0.5 nm, relative permittivity 1
doping: 1.0e+16 /cm3; temperature 300 K
kT at 300 K: 0.02585 eV
e D d/eps_i: 9.048; S: 0.0995
4H: hole barrier 1.520, electron 1.740 eV
6H: hole barrier 1.520, electron 1.500 eV
barriers against metal, strong pinning (eV):
 W=4.3: hole 4H 1.600, 6H 1.600; electron 1.660, 1.420
 W=5.1: hole 4H 1.520, 6H 1.520; electron 1.740, 1.500
 W=5.5: hole 4H 1.480, 6H 1.480; electron 1.780, 1.540
barriers against state density, W=5.1 eV (eV):
 D=0e+00 /(cm2 eV), S=1.000: hole 1.700, 1.700; electron 1.560, 1.320
 D=1e+13 /(cm2 eV), S=0.525: hole 1.605, 1.605; electron 1.655, 1.415
 D=1e+14 /(cm2 eV), S=0.100: hole 1.520, 1.520; electron 1.740, 1.500
shift of hole barrier by depletion charge (meV):
 4H: n-type +3.63, p-type -3.35
 6H: n-type +3.28, p-type -3.35
broken assumptions, 4H minus 6H (eV):
 6H valence edge up 0.05: hole 0.050, electron 0.190
 6H valence edge up 0.24: hole 0.240, electron 0.000
 level tied to midgap: hole 0.108, electron 0.132
 6H work function up 0.3: hole 0.030
 6H state density halved: hole -0.016
fixed charge 0.5 uC/cm2 on 6H: hole barrier +0.028 eV
4H masses (0.58, 0.31, 0.33), valleys 3, A* 153 A/(cm2 K2)
6H masses (0.75, 0.24, 1.8), valleys 6, A* 306 A/(cm2 K2)
300 K: J 4H 8.06e-23, 6H 1.74e-18 A/cm2
 ratio 6H/4H 2.15e+04, Boltzmann part 1.08e+04
500 K: J 4H 1.10e-10, 6H 5.80e-08 A/cm2
 ratio 6H/4H 525, Boltzmann part 262
peak field n-type 4H, 6H: 0.0752, 0.0679 MV/cm
rough breakdown field: 2.5 MV/cm
image lowering n-type 4H, 6H: 33.4, 31.8 meV
image lowering p-type 4H: 32.1 meV
tunnelling energy E00, 4H n-type: 1.038 meV
bulk Fermi level below E_C, 4H, 6H: 0.194, 0.234 eV
ionized acceptor fraction in bulk (0.2 eV deep): 0.40
 resulting change of p-type band bending: -23.4 meV
gap loss 300 to 500 K: 0.066 eV; current factor 4.63
```
